\section*{Voltage division between two collisionless sheaths of unequal area}

\section*{The problem}

A low-pressure plasma lies between a driven electrode of area $A_1$ and a grounded electrode of larger area $A_2$. A generator in series with a blocking capacitor drives the current $I\sin\omega t$ through both. At each electrode the plasma ends in a sheath: a layer with few electrons, in which ions fall towards the surface. We want to know how the mean voltage divides between the two sheaths. When a substrate lies on one of the electrodes, this division helps to set the energy with which ions strike it.

Let $V_i>0$ be the mean voltage across sheath $i$, $s_i$ its width, and $J_i$ the ion current density through it. The electron temperature $T_e$ is given in volts, so that the thermal energy is $eT_e$. The ions are singly charged, with mass $M$. We assume that

\begin{itemize}
\item ions cross the sheaths without collisions and respond to the time-averaged field;
\item the current in the sheaths is mainly displacement current, and the voltage across the plasma bulk is negligible;
\item $V_i\gg T_e$, so that electrons end at a sharp edge.
\end{itemize}

\section*{(a) The static sheath}

\textit{Ions enter a sheath with negligible speed and field. Find the relation between $J$, $V$ and $s$, and the field at the electrode.}

\medskip
\textbf{Solution.} Let $x$ run from the sheath edge to the electrode, and let $U(x)\ge0$ be the drop in potential from the edge. The field towards the electrode is $U'$. Energy conservation gives $u=\sqrt{2eU/M}$, and a steady flux gives the charge density $J/u$. Poisson's equation is then
\begin{equation}
U''=\frac{J}{\varepsilon_0u}=a\,U^{-1/2},\qquad a=\frac{J}{\varepsilon_0}\sqrt{\frac{M}{2e}} .
\end{equation}
Multiplication by $2U'$ makes both sides derivatives: $(U'^2)'=(4aU^{1/2})'$. Since $U$ and $U'$ vanish at the edge,
\begin{equation}
U'=2\sqrt a\,U^{1/4}.
\end{equation}
Separating the variables and integrating across the sheath gives
\begin{equation}
\int_0^V U^{-1/4}\,dU=\tfrac43V^{3/4}=2\sqrt a\,s .
\end{equation}
Hence $a=\frac49V^{3/2}/s^2$, which is the Child law:
\begin{equation}
J=K\varepsilon_0\sqrt{\frac{2e}{M}}\,\frac{V^{3/2}}{s^2},\qquad K=\frac49 .
\label{child}
\end{equation}
At the electrode $U'(s)=2\sqrt a\,V^{1/4}$. With $\sqrt a=\frac23V^{3/4}/s$ this is $\frac43V/s$. The surface charge per area therefore has magnitude $\kappa\varepsilon_0V/s$, with $\kappa=\frac43$.

\section*{(b) Joining the two sheaths}

\textit{Suppose that the charge amplitude per area, $Q$, which the rf current moves at each electrode, is $\kappa\varepsilon_0V/s$, and that both sheaths obey (\ref{child}) with common $K$ and $\kappa$. Find $V_1/V_2$, first for any $J_1$ and $J_2$.}

\medskip
\textbf{Solution.} The integral of $I\sin\omega t$ over time has amplitude $I/\omega$. The same current passes both electrodes, so
\begin{equation}
\frac I\omega=A_1Q_1=A_2Q_2
\quad\Rightarrow\quad
\frac{A_1V_1}{s_1}=\frac{A_2V_2}{s_2}.
\end{equation}
Equation (\ref{child}), solved for the width, gives $s\propto V^{3/4}J^{-1/2}$ for a given ion. Therefore
\begin{equation}
\frac{V_1}{V_2}=\frac{A_2}{A_1}\frac{s_1}{s_2}
=\frac{A_2}{A_1}\left(\frac{V_1}{V_2}\right)^{3/4}\left(\frac{J_2}{J_1}\right)^{1/2}.
\end{equation}
Dividing by $(V_1/V_2)^{3/4}$ leaves $(V_1/V_2)^{1/4}$ on the left. The fourth power of both sides is
\begin{equation}
\frac{V_1}{V_2}=\left(\frac{A_2}{A_1}\right)^4\left(\frac{J_2}{J_1}\right)^2 .
\label{general}
\end{equation}
For equal ion flux densities, $J_1=J_2$,
\begin{equation}
\frac{V_1}{V_2}=\left(\frac{A_2}{A_1}\right)^4 .
\label{four}
\end{equation}
The smaller electrode has the larger voltage. It must carry more charge per area, hence a stronger field, and in (a) the wall field grows as slowly as $V^{1/4}$ at fixed $J$.

It matters that the flux \emph{densities} are equal. If the total ion currents were equal instead, then $J_2/J_1=A_1/A_2$, and (\ref{general}) would give the second power of the area ratio.

One step is still unproved. A static sheath has a fixed charge, whereas the rf current needs a changing one. Parts (c) to (e) treat the moving sheath and find out whether common constants $K$ and $\kappa$ exist.

\section*{(c) The mean field in an oscillating sheath}

\textit{The electron edge moves back and forth over ions whose density is steady. Find the time-averaged field at a given ion.}

\medskip
\textbf{Solution.} Let $x=0$ now be the point of the edge's farthest retreat from the electrode, and let $q(x)$ be the ion charge per area between $0$ and $x$. When the edge has swept over the charge $q_s$, Gauss's law gives the field $(q-q_s)/\varepsilon_0$ at places with $q>q_s$. Where $q<q_s$ the plasma is neutral and the field is zero.

The blocking capacitor forbids a mean current, so electrons must cancel the ion current at each electrode. They can do so when the edge reaches the surface, once per cycle. The swept charge then runs between zero and the whole ion charge of the sheath. Its amplitude is $Q$, so that whole charge is $2Q$. With $\theta=\omega t$ and a suitable origin of time,
\begin{equation}
q_s=Q(1-\cos\theta).
\end{equation}
Label an ion's position by an angle $\varphi$ between $0$ and $\pi$, through $q=Q(1-\cos\varphi)$. The ion feels a field while $|\theta|<\varphi$. The average over a cycle is
\begin{align}
\bar E&=\frac1{2\pi}\int_{-\varphi}^{\varphi}\frac{Q}{\varepsilon_0}(\cos\theta-\cos\varphi)\,d\theta\notag\\
&=\frac{Q}{\pi\varepsilon_0}(\sin\varphi-\varphi\cos\varphi).
\label{field}
\end{align}
It vanishes at $\varphi=0$ and equals $Q/\varepsilon_0$ at the electrode.

\section*{(d) Voltage and charge amplitude}

\textit{Ions enter at $x=0$ with density $n_0$ and the Bohm speed $u_B=\sqrt{eT_e/M}$. Find the relation between $V$ and $Q$, and the voltage ratio that follows when $n_0$ and $T_e$ are the same at both electrodes.}

\medskip
\textbf{Solution.} Write $u=u_Bw$. A steady flux means an ion density $n_0/w$, so $dq=(en_0/w)\,dx$. Since $dq=Q\sin\varphi\,d\varphi$,
\begin{equation}
dx=\frac{Q}{en_0}\,w\sin\varphi\,d\varphi .
\label{dx}
\end{equation}
With $U$ the mean potential drop from $x=0$, energy conservation reads $\frac12Mu_B^2(w^2-1)=eU$. As $Mu_B^2=eT_e$, this is $w^2=1+2U/T_e$. Differentiation gives $w\,dw=dU/T_e=\bar E\,dx/T_e$. Insertion of (\ref{field}) and (\ref{dx}) cancels one factor $w$:
\begin{equation}
\frac{dw}{d\varphi}=\frac{g^2}{\pi}\left(\sin^2\varphi-\varphi\sin\varphi\cos\varphi\right),
\quad g=\frac{Q}{\sqrt{\varepsilon_0en_0T_e}} .
\label{dw}
\end{equation}
The number $g$ measures the charge amplitude. The two integrals needed are
\begin{equation}
\int_0^\varphi\sin^2\psi\,d\psi=\frac\varphi2-\frac{\sin2\varphi}4,
\end{equation}
\begin{equation}
\int_0^\varphi\psi\sin\psi\cos\psi\,d\psi=-\frac{\varphi\cos2\varphi}4+\frac{\sin2\varphi}8,
\end{equation}
the second by parts, after $\sin\psi\cos\psi=\frac12\sin2\psi$. With $w=1$ at $\varphi=0$,
\begin{equation}
w=1+\frac{g^2}{\pi}F,\quad
F=\frac\varphi2+\frac{\varphi\cos2\varphi}4-\frac{3\sin2\varphi}8 .
\label{w}
\end{equation}
At the electrode $F(\pi)=3\pi/4$, and $w=\sqrt{1+2V/T_e}$. Thus
\begin{equation}
\sqrt{1+\frac{2V}{T_e}}-1=\frac34g^2,
\label{finite}
\end{equation}
or, after squaring,
\begin{equation}
V=T_e\left(\frac34g^2+\frac9{32}g^4\right).
\label{V}
\end{equation}
Current continuity gives $g_1/g_2=A_2/A_1$, hence
\begin{equation}
\frac{\sqrt{1+2V_1/T_e}-1}{\sqrt{1+2V_2/T_e}-1}=\left(\frac{A_2}{A_1}\right)^2 .
\label{ratio}
\end{equation}
For $V_i\gg T_e$ each bracket tends to $\sqrt{2V_i/T_e}$, and squaring returns (\ref{four}). The fourth power is thus the high-voltage limit of this model. Within the sharp-edge model, the approach to it follows from the local power, obtained by differentiating (\ref{V}):
\begin{equation}
\frac{d\ln V}{d\ln g}=\frac{16+12g^2}{8+3g^2}=4-\frac{16}{8+3g^2}.
\label{power}
\end{equation}
It lies below 4. Its value 2 at small $g$ should not be used, because there $V$ is no longer large compared with $T_e$ and the sharp electron edge is lost.

\section*{(e) The constants of the oscillating sheath}

\textit{Find the width of the sheath, and from it $K$ and $\kappa$ at high voltage.}

\medskip
\textbf{Solution.} With the Debye length $\lambda_D=\sqrt{\varepsilon_0T_e/(en_0)}$, the prefactor in (\ref{dx}) is $Q/(en_0)=g\lambda_D$. The width needs $\int_0^\pi\sin\varphi\,d\varphi=2$ and, by parts,
\begin{equation}
\int_0^\pi F\sin\varphi\,d\varphi=F(\pi)+\int_0^\pi F'\cos\varphi\,d\varphi .
\end{equation}
Here $F'\cos\varphi=\sin^2\varphi\cos\varphi-\varphi\sin\varphi\cos^2\varphi$. The first term integrates to zero. For the second,
\begin{equation}
\int_0^\pi\varphi\sin\varphi\cos^2\varphi\,d\varphi
=\left[-\frac{\varphi\cos^3\varphi}3\right]_0^\pi+\frac13\int_0^\pi\cos^3\varphi\,d\varphi=\frac\pi3 .
\end{equation}
The sum is $3\pi/4-\pi/3=5\pi/12$, so that
\begin{equation}
s=\lambda_D\left(2g+\frac5{12}g^3\right).
\label{s}
\end{equation}
At high voltage $s\to\frac5{12}g^3\lambda_D$ and $V\to\frac9{32}g^4T_e$. Since $Q/\varepsilon_0=gT_e/\lambda_D$,
\begin{equation}
\kappa=\frac{Qs}{\varepsilon_0V}=\frac{5/12}{9/32}=\frac{40}{27}\approx1.48 .
\end{equation}
The ion current density is $J=en_0u_B$, with $en_0=\varepsilon_0T_e/\lambda_D^2$. Equation (\ref{child}), solved for $K$, becomes
\begin{equation}
K=\frac{(s/\lambda_D)^2}{\sqrt2\,(V/T_e)^{3/2}}
=\frac{25/144}{27/128}=\frac{200}{243}\approx0.823 .
\end{equation}
Both constants differ from the static ones, but in this limit neither depends on $g$. The two sheaths then share them, and this is what (b) assumed. At finite voltage they do vary with $g$: for the two sheaths of (f), $K$ is 1.08 and 1.38. The larger $K$ means that, at given $J$ and $V$, the oscillating sheath is wider than the static one: electrons fill part of it for part of the cycle and weaken the mean space charge.

\section*{(f) A biased substrate in hydrogen plasma}

\textit{The ion is H$_3^+$, with $T_e=3$~eV, $n_0=3\times10^9$~cm$^{-3}$ and a frequency of 40.68~MHz. The areas are 300 and 450~cm$^2$. The mean voltage at the smaller electrode, which holds the substrate, is 300~V. Find the other voltage, the self-bias, the current and the widths.}

\medskip
\textbf{Solution.} The area ratio is 1.5, and $1.5^4=5.06$. The high-voltage law therefore gives $V_2=300/5.06=59$~V.

For the finite-voltage form, (\ref{finite}) gives
\begin{equation}
g_1^2=\tfrac43\left(\sqrt{1+600/3}-1\right)=17.6,\qquad g_1=4.19,
\end{equation}
and $g_2=4.19/1.5=2.79$. Then (\ref{V}) yields $V_2=69$~V. The voltage ratio is 4.35, which corresponds to a mean power $\ln4.35/\ln1.5=3.62$. Even with 300~V on one side and a temperature of 3~eV, the limit is not reached, because the correction in (\ref{ratio}) is of relative order $\sqrt{T_e/2V}$ and not $T_e/V$. These are values of the sharp-edge model. Thermal electrons, which it leaves out, lower the ratio by a larger amount still, as (g) shows.

The plasma lies $V_2$ above ground, and the driven electrode lies $V_1$ below the plasma. The self-bias is $V_2-V_1=-231$~V, against $-241$~V from the fourth power.

The Debye length is 0.235~mm, and (\ref{s}) gives widths of 9.2 and 3.5~mm. The Bohm speed of 9.8~km/s gives an ion current density of 0.47~mA/cm$^2$. The charge amplitude at the substrate is 0.047~nC/cm$^2$, so the current amplitude is $I=\omega Q_1A_1=3.6$~A.

\section*{(g) What the model leaves out}

\textit{Estimate the effects of collisions, ion motion within a cycle, ion conduction current, the floating potential and voltage harmonics. Hold the current amplitude at its value in (f).}

\medskip
\textbf{Solution.} \emph{Collisions.} At 5~mTorr and 300~K, a rough cross section of $10^{-15}$~cm$^2$ gives a mean free path $\ell=62$~mm, so $s_1/\ell=0.15$. Model the collisions by a friction force $Mu^2/\ell$. This adds $-(g\lambda_D/\ell)w^2\sin\varphi$ to the right side of (\ref{dw}), and the voltage follows by integrating $\bar E\,dx$. Numerical integration gives 286 and 68~V, with ratio 4.22. Slower ions are denser, and the same charge then fits into a narrower sheath.

When friction dominates, it balances the field: $u^2=e\bar E\ell/M$. At fixed $\varphi$ the field scales as $Q$, so $u\propto Q^{1/2}$. With $dx=u\,dq/J$ the width scales as $Q^{3/2}$, and $V\propto Q^{5/2}$. The voltage ratio is then $(A_2/A_1)^{5/2}$ for equal $J$.

\emph{Ion motion within a cycle.} The ion plasma frequency $\sqrt{n_0e^2/(\varepsilon_0M)}$ is 0.16 of the drive frequency. To find the effect, the ions were represented by charged sheets, injected steadily at speed $u_B$ and moved in small time steps in the instantaneous field from Gauss's law. With the swept charge of (c), the mean voltages are 300 and 69~V. The averaged field is a good approximation here.

\emph{Ion conduction current.} The ion current density is 3.9\% of the rf amplitude at electrode 1 and 5.8\% at electrode 2. These fractions look harmless, but they are not. While the circuit charges the surface negatively, for about half a cycle, ions cancel a charge $\pi J/\omega$ out of the swing $2Q$. The fraction lost is $\pi J/(2\omega Q)$, or about 6\% and 9\%. By (\ref{power}), the fraction that remains, about 94\% and 91\%, enters the voltage with a power between 3 and 4. Ions go on removing charge during the other half of the cycle, which lowers the mean voltage further. The sheet calculation was repeated with arriving ions discharging the surface, and with electrons reaching it whenever its negative charge had fallen to zero. Continued until the ion flux to the surface is steady, which takes several ion transit times, it gives about 222 and 46~V, and a self-bias of about $-176$~V. The ratio lies between 4.8 and 4.9. Its closeness to 5.06 does not support the ideal law: the finite voltage lowers the ratio and the conduction current raises it, and in this example the second shift makes up for much of the first.

\emph{Floating potential.} Part (c) let the sheath voltage fall to zero. A steady sheath without net current needs a voltage that reduces the thermal electron flux to the ion flux,
\begin{equation}
e^{-V_f/T_e}\sqrt{\frac{eT_e}{2\pi m_e}}=\sqrt{\frac{eT_e}{M}},
\end{equation}
so $V_f=\frac12T_e\ln[M/(2\pi m_e)]=10.2$~V. This is 15\% of $V_2$. Thermal electrons also blur the sharp edge. Their pressure $en_0T_e$ equals the momentum flux $n_0Mu_B^2$ of the entering ions, so it can add about 1 to the right side of (\ref{finite}), as much as the 1 on the left. The condition of zero net current shifts the surface charge as well. A mean-field calculation with Boltzmann electrons, whose mean flux to the surface equals the ion flux, includes both effects. It gives about 265 and 80~V and lowers the ratio from 4.35 to about 3.3. This figure is only an estimate. In that solution the surface charge briefly changes sign when the sheath collapses. Moreover, electrons at the moving edge carry the rf current in the ion density $n_0/w$, so they drift at $\omega Q\,w\sin\theta/(en_0)$. In the profile of (f) this speed peaks at $2.4\sqrt{eT_e/m_e}$, an energy of 8.5~eV, in sheath 1 and at $0.8\sqrt{eT_e/m_e}$ in sheath 2. A Boltzmann distribution requires a drift well below the thermal speed, so electron inertia, which is not treated here, matters at electrode 1.

\emph{Harmonics.} The instantaneous voltage of a sheath is the integral of $(q-q_s)/\varepsilon_0$ over the region beyond the electron edge. The two sheaths move in antiphase, and the total rf voltage is the difference of their voltages. Its Fourier components, found by numerical quadrature, are a fundamental of 453~V, a second harmonic of 8\% of that and a third of 3.5\%. A generator that imposes a sinusoidal voltage would therefore draw a somewhat distorted current, whose effect on the ratio is not computed here.

\section*{(h) Use in a real reactor}

\textit{Under what conditions may the law guide a design?}

\medskip
\textbf{Solution.} Hydrogen plasmas serve as the reducing step in plasma-enhanced atomic layer deposition of some metals, and H$_3^+$ is a major ion in many of them at low pressure. The parameters above are chosen for illustration. Ions that fall through 300~V can damage a growing film, and a higher pressure or a lower frequency would weaken the assumptions of the model. At 500~mTorr the mean free path used here would be 0.6~mm, less than either width in (f). If friction then dominated, the ratio for these areas would tend to $1.5^{5/2}=2.8$ instead of 5.1. At 13.56~MHz, with $Q$ and $J$ held fixed, the conduction fractions would be three times larger.

Nothing in a reactor enforces equal ion fluxes either. By (\ref{general}), a flux density 20\% lower at the grounded electrode multiplies the high-voltage ratio by $0.8^2=0.64$.

A large area ratio is no remedy. For $A_2/A_1=3$ and $V_1=300$~V, equation (\ref{four}) would leave $300/81=3.7$~V on the grounded sheath, close to $T_e$ and below the floating potential, where its derivation has failed. The fourth power is a fair guide for moderate area ratios, when both sheath voltages far exceed $T_e$ and the floating potential, the mean free path is much longer than both widths, the ion current is a very small part of the rf current, and the ion flux densities have been shown to be equal. The demand on the voltages is strict: in (f) the smaller one is 23 times $T_e$, and the ratio is still 14\% below the fourth power before thermal electrons are counted.
